\section*{The Paschen–Back crossover in lithium, sodium and caesium, part 2}

The lowest $^2P$ terms of Li ($2p$), Na ($3p$) and Cs ($6p$) have measured fine-structure intervals $\Delta$ of $0.34$, $17.2$ and $554$ per cm, with $j=3/2$ above $j=1/2$. We seek the fields $B$ at which the labels $m_l,m_s$ replace $j$, and part (d) asks how far neglected interactions move them.

In atomic units ($\mu_B=1/2$, $b=\mu_BB$) the six-state model is $H=\zeta\,\mathbf L\cdot\mathbf S+b(L_z+gS_z)$, with $\zeta=2\Delta/3$, electron $g$ factor $g$ and one common radial function. It omits nuclear spin and the diamagnetic term $\tfrac18B^2r^2\sin^2\theta$. The field variable is
\begin{equation}
x=\frac{(g-1)\,b}{\Delta}.
\label{eq:x}
\end{equation}

The states $m=m_l+m_s=\pm3/2$ have energies $\tfrac13\Delta\pm b(1+\tfrac12g)$. For $m=\pm1/2$, in the basis $|{\uparrow}\rangle=|m_l=m-\tfrac12,m_s=+\tfrac12\rangle$, $|{\downarrow}\rangle=|m+\tfrac12,-\tfrac12\rangle$, with Pauli matrices $\tau_1,\tau_3$, $k=2m/3$ and $s=2\sqrt2/3$ (so $k^2+s^2=1$),
\begin{equation}
H_m=\left(-\tfrac16\Delta+mb\right)+\tfrac12\Delta\left[s\,\tau_1+(x+k)\,\tau_3\right].
\label{eq:block}
\end{equation}
The roots are $-\tfrac16\Delta+mb\pm\tfrac12\Delta R$, with $R=\sqrt{s^2+(x+k)^2}$, written $R_+$ for $m=+1/2$.

With $\mathbf n=(s,x+k)/R$, $\mathbf n_u=(0,1)$ and $\mathbf n_j=(s,k)$, the upper state has weight $W_u=\tfrac12(1+\mathbf n\cdot\mathbf n_u)$ in $|{\uparrow}\rangle$ and $W_j=\tfrac12(1+\mathbf n\cdot\mathbf n_j)$ in $j=3/2$. The lower state has the same weights in $|{\downarrow}\rangle$ and $j=1/2$.

Results so far:

- The centre, $W_u=W_j$, is at $x=1$; for $g=2$ this is $B^*=\Delta/\mu_B$.
- The one-per-cent window has upper edge $x_{\rm high}=s/t-k$ and lower edge $x_{\rm low}=1/x_{\rm high}$, with $t=0.2031$. The edges are $0.232$ and $4.310$ for $m=+1/2$, and $0.201$ and $4.976$ for $m=-1/2$, which decides for the term.
- For $g=2$ the two fine-structure groups first overlap at $x=4/9$, where $m=-3/2$ crosses the lower root of $m=+1/2$.

\subsection{Results of the six-state model}

\begin{center}
\begin{tabular}{lccc}
 & Li $2p$ & Na $3p$ & Cs $6p$\\
\hline
$\Delta$ (eV) & $4.2\times10^{-5}$ & $2.13\times10^{-3}$ & $6.87\times10^{-2}$\\
$j$ good to 1\% below (T) & 0.15 & 7.40 & 238\\
first overlap (T) & 0.32 & 16.4 & 527\\
centre $B^*$ (T) & 0.73 & 36.8 & 1187\\
$m_l,m_s$ good to 1\% above (T) & 3.6 & 183 & 5905\\
\end{tabular}
\end{center}

Every field is a fixed multiple of $\Delta$, so the three columns differ only by the ratio of the intervals. Against a laboratory magnet of roughly $10$ T, lithium is decoupled, sodium has only just left the Land\'e regime, and caesium is far inside it. The caesium entries, above all those at the centre and the upper edge, carry more digits than the real atom supports, as part (d) shows.

\subsection{Part (d): neglected terms}

\emph{The true $g$ factor.} The condition $x=1$ in \eqref{eq:x} reads $B=\Delta/[(g-1)\mu_B]$. With $g=2.00232$ the factor $1/(g-1)$ is $0.99769$, which lowers $B^*$ by about $0.2\%$ of its $g=2$ value, to $36.76$ T for sodium and $1184$ T for caesium. The two edges of the window are fixed values of $x$ and carry the same factor. The first overlap does not: for general $g$ the crossing condition is $R_+=(3+g)\,b/\Delta-1$, and squaring with $x=(g-1)b/\Delta$ gives $b/\Delta=(g+2)/[3(g+1)]$, which is $4/9$ at $g=2$ and only about $0.02\%$ lower at $g=2.00232$.

\emph{The diamagnetic term to first order.} The operator $\tfrac18B^2r^2\sin^2\theta$ does not depend on the azimuth or the spin, so it is diagonal in $m_l$ and $m_s$. With $u=\cos\theta$, the normalized angular densities, integrated over the azimuth, are $\tfrac32u^2$ for $m_l=0$ and $\tfrac34(1-u^2)$ for $|m_l|=1$, and
\begin{align}
\langle\sin^2\theta\rangle_{0}&=\tfrac32\int_{-1}^{1}u^2(1-u^2)\,du=\tfrac32\left(\tfrac23-\tfrac25\right)=\tfrac25,\\
\langle\sin^2\theta\rangle_{\pm1}&=\tfrac34\int_{-1}^{1}(1-u^2)^2\,du=\tfrac34\left(2-\tfrac43+\tfrac25\right)=\tfrac45 .
\end{align}
A shift common to both states of a block does not affect the mixing; only the difference does, $d=\tfrac18B^2\langle r^2\rangle\cdot\tfrac25=B^2\langle r^2\rangle/20$. For $g=2$, $B=2x\Delta$, so
\begin{equation}
d=\eta\,x^2\Delta,\qquad\eta=\tfrac15\Delta\langle r^2\rangle\quad\text{(atomic units)}.
\end{equation}
In the block $m=+1/2$ the spin-up state has $m_l=0$ and is raised less than its partner, so $H_{\uparrow\uparrow}-H_{\downarrow\downarrow}$ falls by $d$. In the block $m=-1/2$ the spin-up state has $m_l=-1$ and the difference rises by $d$. With $\sigma=2m=\pm1$, the coefficient of $\tau_3$ in \eqref{eq:block} becomes $\delta=x+k-\sigma\eta x^2$, while $\mathbf n_u$ and $\mathbf n_j$ are unchanged and $\mathbf n\propto(s,\delta)$. Equal weights require $\delta=s^2+k\delta$, that is $\delta(1-k)=1-k^2$ or $\delta=1+k$. The upper edge requires $\delta/s=1/t$. Both conditions have the form
\begin{equation}
x-\sigma\eta x^2=c,\qquad c=1\ \text{(centre)},\quad c=s/t-k\ \text{(upper edge)} .
\end{equation}
The root that tends to $c$ as $\eta\to0$ is $[1-\sqrt{1-4\sigma\eta c}]/(2\sigma\eta)$; multiplying numerator and denominator by $1+\sqrt{1-4\sigma\eta c}$ gives
\begin{equation}
x=\frac{2c}{1+\sqrt{1-4\sigma\eta c}}\simeq c\,(1+\sigma\eta c).
\label{eq:dia}
\end{equation}
The relative shift of $x$ is $\sigma\eta c$ to leading order. For $\sigma=+1$ a root exists only if $4\eta c\le1$, which holds in all cases below.

The size $\langle r^2\rangle$ is computed from a model potential $V(r)=-[1+(Z-1)e^{-ar}]/r$, which behaves as $-Z/r$ at the nucleus and as $-1/r$ outside the core. The constant $a$ is tuned so that the $p$ level with the right number of radial nodes (the second $p$ level for Na, the fifth for Cs) has energy $-1/(2n^{*2})$, with rough effective quantum numbers $n^*=2.1$ for Na and $2.4$ for Cs. The radial equation $-\tfrac12f''+[l(l+1)/(2r^2)+V]f=Ef$ is solved on a logarithmic grid. With $r=e^{\xi}$ and $f=r^{1/2}w(\xi)$, one has $df/dr=r^{-1/2}(w'+\tfrac12w)$ and $d^2f/dr^2=r^{-3/2}(w''-\tfrac14w)$, and multiplication by $r^{3/2}$ gives
\begin{equation}
-\tfrac12w''+\tfrac12\left(l+\tfrac12\right)^2w+r^2Vw=E\,r^2w ,
\end{equation}
since $l(l+1)+\tfrac14=(l+\tfrac12)^2$. Finite differences in $\xi$ turn this into a symmetric tridiagonal matrix problem for $rw$. For lithium the rough value $n^*=2.0$ is that of the pure Coulomb $2p$ state, $f\propto r^2e^{-r/2}$, for which $\langle r^2\rangle=\int r^6e^{-r}dr/\int r^4e^{-r}dr=6!/4!=30$ atomic units, or $30\times0.52918^2=8.40$ \AA$^2$. The tuning gives $a=4.42$ \AA$^{-1}$ and $\langle r^2\rangle=10.75$ \AA$^2$ for Na, and $a=4.88$ \AA$^{-1}$ and $\langle r^2\rangle=20.05$ \AA$^2$ for Cs. These digits belong to the model; $\langle r^2\rangle$ grows roughly as $n^{*4}$, so the rounding of $n^*$ to two figures alone leaves $\langle r^2\rangle$, and with it $\eta$, uncertain by roughly ten per cent. For caesium, with the hartree equal to $27.2114$ eV,
\begin{equation}
\eta=\frac15\cdot\frac{6.8687\times10^{-2}}{27.2114}\cdot\frac{20.05}{0.52918^2}=0.0361,
\end{equation}
and the centre lies at $x=2/(1+\sqrt{1-4\times0.0361})=1.039$ for $m=+1/2$ and at $x=2/(1+\sqrt{1+4\times0.0361})=0.966$ for $m=-1/2$, that is at $1233$ T and $1147$ T.

\begin{center}
\begin{tabular}{lccc}
 & Li $2p$ & Na $3p$ & Cs $6p$\\
\hline
$\eta$ & $9.3\times10^{-6}$ & $6.0\times10^{-4}$ & $3.6\times10^{-2}$\\
centre $x$, $m=+1/2$ & 1.0000 & 1.0006 & 1.039\\
centre $x$, $m=-1/2$ & 1.0000 & 0.9994 & 0.966\\
upper edge $x$, $m=+1/2$ & 4.310 & 4.321 & 5.34\\
upper edge $x$, $m=-1/2$ & 4.976 & 4.962 & 4.31\\
\end{tabular}
\end{center}

For lithium and sodium the centre moves by less than $0.1\%$ of $B^*$. For caesium the single centre splits into two, about $4\%$ above and $3\%$ below $B^*$. At the upper edge the two caesium blocks change places: $m=+1/2$, the faster one without the diamagnetic term, becomes the slower, because by \eqref{eq:dia} the term delays it from $4.31$ to $5.34$ and hastens $m=-1/2$ from $4.98$ to $4.31$. The edge for the term moves from $5905$ T to $6337$ T in this first-order treatment. For $\sigma=+1$ the condition also has the second root $[1+\sqrt{1-4\eta c}]/(2\eta)$, near $x=22$ for caesium, where the first-order model mixes the two states again; the first-order treatment cannot be trusted at such fields, and nothing is claimed about them.

The lower edge follows in the same way. $W_j$ depends on the field only through $\delta$, so the condition is $\delta=k+x_{\rm low}$, which is \eqref{eq:dia} with $c=x_{\rm low}$. For caesium the deciding block $m=-1/2$ moves by $-\eta c=-0.036\times0.201$, about $0.7\%$ of its value downward. At the first overlap, $x=4/9$, one has $R_+=11/9$ and $x+k=7/9$, so $W_u=9/11$. The level $m=-3/2$ is raised by $2d$ and the lower root of $m=+1/2$ by $2dW_u+d(1-W_u)$, a difference of $2d/11$. The gap between them, in units of $\Delta$, changes with $x$ at the rate $-\tfrac52+\tfrac12\cdot\tfrac7{11}=-\tfrac{24}{11}$, so the crossing moves up by $\eta x^2/12$, a relative shift $\eta x/12=\eta/27$, about $0.1\%$ for caesium. For lithium and sodium both shifts are smaller in proportion to $\eta$.

\emph{Mixing with other terms.} The linear Zeeman operator acts only on angle and spin and commutes with $L^2$, so in the model with a common radial function it has no elements to other terms. The diamagnetic operator has, to other $p$ levels and to $f$ levels. It conserves $m_l$ and $m_s$, so it flips no spin, but the admixed radial functions alter the effective $\zeta$ and $d$. As a gauge of size, and not a bound, the diagonal element for $|m_l|=1$ at the larger upper edge, $\tfrac18B^2\langle r^2\rangle\cdot\tfrac45=2\eta x^2\Delta$, is compared with the gap to the next $p$ level of the model. For caesium it is $2\times0.03614\times5.340^2\times0.068687=0.142$ eV against $1.20$ eV, a ratio of $0.12$. For sodium the ratio is $4\times10^{-5}$ and for lithium $1\times10^{-8}$. The six-state description is therefore safe across the whole window for Li and Na on this gauge, while the upper edge of Cs is not fixed even to one figure. The gauge leaves out that the spin--orbit operator itself, once its radial dependence is kept, couples $6p$ to other $p$ levels and flips the spin. That coupling and the diamagnetic mixing together can raise the first-order edge by a further $10$ to $20\%$, so the edge is placed only between about $6\times10^3$ and $8\times10^3$ T. The centre of Cs moves by less than one per cent of $B^*$ under the same mixing.

\emph{Hyperfine structure.} The hyperfine splittings of the $P_{1/2}$ levels have rough sizes $4\times10^{-7}$, $8\times10^{-7}$ and $5\times10^{-6}$ eV for Li, Na and Cs. By the same argument as for $B^*$, up to factors of order one, the nuclear spin decouples from $\mathbf J$ near splitting$/\mu_B$, about $0.007$, $0.01$ and $0.09$ T, each less than a tenth of the lower edge in the first table. Relative to $\Delta$ the splittings are $0.009$, $4\times10^{-4}$ and $7\times10^{-5}$, so only lithium is touched at the per-cent level: its edges, taken over all hyperfine states, can move by up to about $3\%$, which is enough to change the second figure of the lower edge from $0.15$ to $0.14$ T.

\emph{What is not estimated.} For caesium the radial functions of $j=1/2$ and $j=3/2$ differ, and relativistic corrections to the moments enter. A radial overlap below one would reduce the element of $S_z$ between the two levels. The model contains neither effect, and their size is left open here.

With these limits the answer to the estimate is $B^*\approx0.73\pm0.01$ T for lithium, $37$ T for sodium and $1.2\times10^3$ T for caesium.

The numerical check builds the $6\times6$ matrix from Cartesian $p$ orbitals and Pauli matrices and, by diagonalization and root finding, tests the energies, the weights, the centre, both limits (to $2\%$ of the correction term at $x=0.01$ and $x=100$), the window, the crossing at $4/9$ and the diamagnetic shifts of the centre and the upper edge; it also tests the angular averages by quadrature and the radial solver against the Coulomb value $30$ and, to $1\%$ of $\langle r^2\rangle$, against a doubled grid.

\section*{Calculated quantities}
\begin{verbatim}
mu_B = 5.78838e-05 eV/T; 1 per cm = 1.23984e-04 eV
a.u. of field = 2.35052e+05 T; hartree = 27.2114 eV; bohr = 0.52918 A
g = 2.00232; B* factor 1/(g-1) = 0.99769
s = 0.9428; eps = 0.01; t = 0.2031; s/t = 4.6430
m=+0.5, x=1: W_up = 0.9082, W_j = 0.9082, R = 1.6330
m=+0.5, x=1: E/D = -0.4832, 1.1498
m=+0.5: x_low = 0.2320, x_high = 4.3097
m=-0.5, x=1: W_up = 0.7887, W_j = 0.7887, R = 1.1547
m=-0.5, x=1: E/D = -1.2440, -0.0893
m=-0.5: x_low = 0.2009, x_high = 4.9764
multiplets overlap at x = 0.4444
<sin^2>: |ml|=1 0.800, ml=0 0.400
Li 2p: input 0.34 per cm; D = 4.2155e-05 eV; zeta = 2.8103e-05 eV
  B* = 0.7283 T = 3.0983e-06 a.u.; with true g 0.7266 T
  overlap field = 0.3237 T
  1% window = 0.1463 T to 3.624 T
  m=-1/2 levels at B*: -5.2441e-05 eV, -3.7651e-06 eV
  model: rough n* = 2.0, pure Coulomb
  <r^2> = 8.40 A^2; eta = 9.295e-06
  dia centre x: m=+1/2 1.0000, m=-1/2 1.0000
  dia centre B: 0.7283 T, 0.7283 T
  dia upper edge x: 4.310, 4.976; larger 3.624 T
  dia energy there = 1.940e-08 eV; next p gap = 1.890 eV
  ratio dia energy/gap = 1.03e-08
  rough hyperfine 4e-07 eV: field 0.007 T, ratio to D 0.009
Na 3p: input 17.2 per cm; D = 2.1325e-03 eV; zeta = 1.4217e-03 eV
  B* = 36.84 T = 1.5674e-04 a.u.; with true g 36.76 T
  overlap field = 16.37 T
  1% window = 7.403 T to 183.3 T
  m=-1/2 levels at B*: -2.6529e-03 eV, -1.9047e-04 eV
  model: rough n* = 2.1, Z = 11, a = 4.422 1/A
  <r^2> = 10.75 A^2; eta = 6.015e-04
  dia centre x: m=+1/2 1.0006, m=-1/2 0.9994
  dia centre B: 36.86 T, 36.82 T
  dia upper edge x: 4.321, 4.962; larger 182.8 T
  dia energy there = 6.316e-05 eV; next p gap = 1.680 eV
  ratio dia energy/gap = 3.76e-05
  rough hyperfine 8e-07 eV: field 0.01 T, ratio to D 0.0004
Cs 6p: input 554.0 per cm; D = 6.8687e-02 eV; zeta = 4.5791e-02 eV
  B* = 1187 T = 5.0484e-03 a.u.; with true g 1184 T
  overlap field = 527.4 T
  1% window = 238.5 T to 5905 T
  m=-1/2 levels at B*: -8.5448e-02 eV, -6.1349e-03 eV
  model: rough n* = 2.4, Z = 55, a = 4.875 1/A
  <r^2> = 20.05 A^2; eta = 3.614e-02
  dia centre x: m=+1/2 1.0390, m=-1/2 0.9663
  dia centre B: 1233 T, 1147 T
  dia upper edge x: 5.340, 4.306; larger 6337 T
  dia energy there = 1.416e-01 eV; next p gap = 1.202 eV
  ratio dia energy/gap = 1.18e-01
  rough hyperfine 5e-06 eV: field 0.09 T, ratio to D 7e-05
\end{verbatim}
